Vibrational damping and softening from the polarization bubble of a resonant level

**1. What has to be decided**

A calculation that couples a molecular vibration to a conducting level must fix which part of the electronic response to add to the mode frequency. If the input frequency Ω was obtained without the response of this level, the full bubble χ(Ω) is added. If it came from a static energy curvature in which the electrons had already relaxed, χ(0) is already inside it, and the correction to the frequency is proportional to χ(Ω) − χ(0). The damping is the same in both cases, because χ(0) is real. A second decision is whether a constant friction coefficient, meaning Im χ proportional to frequency, is good enough. For a given force and mass, the energy damping rate is then independent of frequency. Both depend on the function derived here.

**2. Model and pole equation**

Set ħ = 1 and measure electron energies from the chemical potential. One spinless level and one harmonic mode are described by

H = ε_b n + H_leads + H_tunnel + Ω b†b + λ X n,
n = d†d, X = b + b†.

The leads are in equilibrium with each other, without bias, and electron repulsion is left out. Define Y = i(b† − b). From [b†b, b†] = b† and [b†b, b] = −b, the Heisenberg equation gives dX/dt = i[H, X] = ΩY. Since [X, Y] = 2i, it also gives

dY/dt = −ΩX + iλ(2i)n = −ΩX − 2λn.

Together,

d²X/dt² = −Ω²X − 2Ωλn. (1)

The static solution is X̄ = −2λn̄/Ω. In mean field it moves the level to ε₀ = ε_b + λX̄. This ε₀, taken at the displaced equilibrium, enters every formula below.

Now let the mean displacement oscillate by δX(t) about X̄. The electrons feel the perturbation λ δX(t) n. Their linear response is governed by

χ(t) = −iθ(t)⟨[n(t), n(0)]⟩,
χ(ω) = ∫ dt e^{iωt} χ(t),

so that δn(ω) = χ(ω) λ δX(ω). Inserting this in (1), with time dependence e^{−iωt}, gives

ω² = Ω² + 2Ωλ²χ(ω). (2)

In propagator language, the polarization, or self-energy of the mode, is Π = λ²χ. Using the χ of uncoupled electrons retains repeated bubbles but drops vertex corrections and the vibrational self-energy of the electrons. The damping and shift are therefore controlled to leading order in λ².

Near Ω, ω² − Ω² ≈ 2Ω(ω − Ω), hence ω − Ω ≈ λ²χ(Ω). Write the pole as Ω + δ − iγ/2. The amplitude decays as e^{−γt/2} and the energy as e^{−γt}, with

δ = λ² Re χ(Ω), γ = −2λ² Im χ(Ω). (3)

A negative Re χ softens the mode and a negative Im χ damps it.

**3. The bubble as an integral over pairs**

Diagonalize the quadratic electron Hamiltonian, with eigenoperators c_m, energies ε_m and d = Σ_m u_m c_m. Then n(t) is a sum of terms u_m* u_n c_m†c_n e^{i(ε_m−ε_n)t}. For occupations f_m,

⟨[c_m†c_n, c_k†c_l]⟩ = δ_nk δ_ml (f_m − f_n).

The time integral of −i e^{i(ω+ε_m−ε_n+i0)t} from zero to infinity is 1/(ω + ε_m − ε_n + i0). Therefore

χ(ω) = Σ_mn |u_m|²|u_n|² (f_m − f_n)/(ω + ε_m − ε_n + i0).

In the wide-band limit the leads give the level a self-energy −iΓ/2, where Γ is the sum of the widths due to all leads. The Green functions and the spectral function are

G^R(ε) = 1/(ε − ε₀ + iΓ/2), G^A = (G^R)*,
A(ε) = i(G^R − G^A) = Γ/[(ε − ε₀)² + Γ²/4].

The level weight per unit energy is A/(2π), so the double sum becomes

χ(ω) = ∫∫ dε dε′/(4π²) · A(ε)A(ε′)[f(ε) − f(ε′)]/(ω + ε − ε′ + i0). (4)

One energy can be integrated at once with the spectral representation ∫ dε′/(2π) A(ε′)/(z − ε′) = G^R(z), valid for Im z > 0. In the f(ε) term this produces G^R(ε + ω). In the f(ε′) term, −1/(ω + ε − ε′ + i0) = 1/(ε′ − ω − ε − i0), which produces G^A(ε′ − ω). After renaming ε′,

χ(ω) = ∫ dε/(2π) f(ε)A(ε)[G^R(ε + ω) + G^A(ε − ω)]. (5)

**4. Damping from electron-hole pairs**

In (4) the imaginary part of 1/(x + i0) is −πδ(x). This sets ε′ = ε + ω:

Im χ(ω) = −(1/4π) ∫ dε A(ε)A(ε + ω)[f(ε) − f(ε + ω)]. (6)

The golden rule gives the same damping. With ρ = A/(2π), one quantum is absorbed at a rate proportional to f(ε)[1 − f(ε + Ω)], and the reverse process has f(ε + Ω)[1 − f(ε)]. Their difference is f(ε) − f(ε + Ω), so the net relaxation rate is

γ = 2πλ² ∫ dε ρ(ε)ρ(ε + Ω)[f(ε) − f(ε + Ω)],

which equals −2λ² Im χ(Ω).

At zero temperature and ω > 0 the occupation factor is one for −ω < ε < 0 and zero elsewhere. The number of available pairs thus grows as ω. If A hardly changes over this window, it can be replaced by A ≡ A(0):

Im χ(ω) ≈ −ωA²/(4π), γ ≈ λ²ΩA²/(2π). (7)

At finite temperature, expand f(ε) − f(ε + ω) ≈ −ωf′(ε) for small ω. In (7), A² is then replaced by its thermal average ∫ dε (−f′)A(ε)².

**5. Static softening**

At ω = 0, equation (5) contains A(G^R + G^A) = i[(G^R)² − (G^A)²]. Since dG^R/dε = −(G^R)², and likewise for G^A, this product is −dA/dε. Integration by parts gives

χ(0) = −∫ dε/(2π) f dA/dε = −∫ dε/(2π) (−f′)A(ε). (8)

The boundary terms vanish because A does at both ends. Moving the level by dε₀ shifts A rigidly, so (8) is also ∂n̄/∂ε₀: raising the level empties it. That is why the static response softens the mode. At zero temperature χ(0) = −A/(2π), and the first-order shift is

δ₀ = −λ²A/(2π). (9)

Equations (7) and (9) give γ/|δ₀| = ΩA. On resonance, ε₀ = 0 and A = 4/Γ, so δ₀ = −2λ²/(πΓ) and γ = 8λ²Ω/(πΓ²). Far from resonance, |ε₀| ≫ Γ and A ≈ Γ/ε₀², so δ₀ falls as ε₀⁻² and, as long as Ω ≪ |ε₀| so that (7) applies, γ as ε₀⁻⁴. A detuned level can therefore still soften a mode that it scarcely damps.

**6. Closed form at zero temperature**

Let x = ε − ε₀, s = Γ/2 and c = −ε₀. The integral (5) runs over x from −∞ to c. Take ω > 0. Substituting A = i(G^R − G^A) gives χ = (i/2π)(I₁ + I₂ − I₃ − I₄), where the integrands are

I₁: 1/[(x + is)(x + ω + is)]
I₂: 1/[(x + is)(x − ω − is)]
I₃: 1/[(x − is)(x + ω + is)]
I₄: 1/[(x − is)(x − ω − is)].

Each splits into partial fractions, for example

1/[(x + is)(x − ω − is)] = [1/(x − ω − is) − 1/(x + is)]/(ω + iΓ).

Use the principal logarithm. At x → −∞ its imaginary part is +π just above the real axis and −π just below. The lower limits therefore cancel in I₁ and I₄ and leave +2πi in I₂ and I₃:

I₁ = [ln(c + is) − ln(c + ω + is)]/ω
I₂ = [ln(c − ω − is) − ln(c + is) + 2πi]/(ω + iΓ)
I₃ = [ln(c − is) − ln(c + ω + is) + 2πi]/(ω + iΓ)
I₄ = [ln(c − ω − is) − ln(c − is)]/ω.

The 2πi terms cancel in I₂ − I₃. All remaining logarithms combine into

D = ln(c + ω + is) + ln(c − ω − is) − ln(c + is) − ln(c − is),

and the sum is

I₁ + I₂ − I₃ − I₄ = D[1/(ω + iΓ) − 1/ω] = −iΓD/[ω(ω + iΓ)].

Define

q = ω(ω + iΓ), R = ε₀² + Γ²/4, A = Γ/R.

The product of the first two arguments in D is c² − (ω + is)² = R − q, and that of the last two is R. Hence D equals ln(1 − q/R) up to a multiple of 2πi. At ω = 0 both vanish. For ω > 0, Im(1 − q/R) = −Γω/R is negative, so the principal logarithm meets no cut and both sides stay continuous. The multiple is zero, and

χ(ω) = Γ/(2πq) · ln(1 − q/R). (10)

With two independent spin channels coupled equally, the cross commutators vanish and χ is doubled.

**7. How far the linear law reaches**

For |q| < R, the series ln(1 − y) = −y − y²/2 − y³/3 − y⁴/4 − … gives

χ = −(A/2π)[1 + q/(2R) + q²/(3R²) + q³/(4R³) + …]. (11)

Here q = iΓω + ω², q² = −Γ²ω² + 2iΓω³ + ω⁴, and q³ begins with −iΓ³ω³. Collecting powers and using 1/R = A/Γ,

Re χ = −A/(2π) + ω²(A/2π)[A²/3 − A/(2Γ)] + O(ω⁴), (12)

Im χ = −(ωA²/4π){1 + ω²[4/(3R) − Γ²/(2R²)] + O(ω⁴)}. (13)

The leading terms reproduce (7) and (9). The bracket in (12) is positive when A > 3/(2Γ), that is R < 2Γ²/3, or ε₀² < 5Γ²/12. The softening then weakens as the frequency rises from zero. For a level further away it first grows.

The sufficient condition for the low-frequency law is |q| ≪ R, meaning both Ω² ≪ R and ΩΓ ≪ R. At high frequency ln(1 − q/R) tends to ln(ω²/R) − iπ, so

Re χ → Γ ln(ω²/R)/(2πω²) > 0.

The mode is then hardened. "Softening" is a statement about slow modes, not about every resonant level.

**8. The Kramers-Kronig link**

The relation needs χ to be analytic in the upper half plane. Put ω = a + ib with b > 0. Then Im q = a(2b + Γ), which vanishes only for a = 0. There q = −b(b + Γ) is negative and 1 − q/R exceeds one. The logarithm in (10) therefore never reaches its cut. The point q = 0 on the real axis is harmless, as (11) shows. Because χ decays as ln(ω)/ω², the large semicircle contributes nothing and no constant has to be subtracted:

Re χ(ω) = (1/π) P∫ dν Im χ(ν)/(ν − ω), ν from −∞ to ∞.

Since χ(t) is real, Im χ is odd, and folding the integral gives

Re χ(ω) = (2/π) P∫₀^∞ dν ν Im χ(ν)/(ν² − ω²). (14)

With Im χ(ν) < 0 for ν > 0, pairs with energy above ω contribute negatively, and those below ω positively. Fast pairs follow the mode and soften it; slow pairs lag and harden it. The sign of the shift is the balance of the two.

At ω = 0 all pairs are faster than the mode, and (14) with χ(0) = −A/(2π) becomes

∫₀^∞ dν [−Im χ(ν)]/ν = A/4. (15)

Let γ(ν) = −2λ² Im χ(ν) be the damping function at fixed λ. Then

δ₀ = −(1/π) ∫₀^∞ dν γ(ν)/ν. (16)

The softening thus follows from the damping at all frequencies, not from its initial slope. A linear law continued to infinity would make (16) diverge. If it is cut off sharply at ω_c, the left side of (15) is A²ω_c/(4π), and the correct static softening requires

ω_c = π/A. (17)

This cutoff matches one number, χ(0), and should not be used for the frequency dependence. At finite temperature, the right side of (15) becomes one quarter of the thermal average of A.

**9. Using the result**

Equation (10) can be coded directly with a principal complex logarithm. Very near ω = 0, rounding in 1 − q/R spoils Im χ, and with it the damping, while Re χ stays accurate. Series (11) avoids this, as does replacing the logarithm by a complex log1p(−q/R) that is accurate for small arguments, such as the one in scipy.special; the complex log1p of numpy can lose the same digits. To solve (2), χ is needed slightly below the real axis. For ω = a + ib with a > 0 and −Γ/2 < b < 0, Im q = a(2b + Γ) is still positive, so the same principal branch continues the function correctly. Fixed-point iteration from Ω converges in the cases computed here.

If the input is a relaxed static frequency Ω_s, then Ω_s² = Ω² + 2Ωλ²χ(0), and (2) becomes

ω² = Ω_s² + 2Ωλ²[χ(ω) − χ(0)]. (18)

The prefactor 2Ωλ² must be kept together. For a coupling gxn, where g is a fixed force and the mode has mass m, x = X/√(2mΩ) gives λ² = g²/(2mΩ), so 2Ωλ² = g²/m does not depend on which frequency defines the quantum.

The displaced equilibrium is locally stable against a static displacement if Ω² + 2Ωλ²χ(0) > 0, or

λ²A/π < Ω. (19)

This is necessary for the expansion about that equilibrium, but it does not guarantee that higher orders in λ are small. At zero temperature, as Γ → 0 on resonance, A = 4/Γ grows without bound and (19) fails at any fixed nonzero λ. At finite temperature A is replaced by its thermal average, which cannot exceed π/(2kT) because −f′ is at most 1/(4kT), so a weak enough coupling remains stable. Bias, a structured lead density of states and strong repulsion on the level also require a different χ.

**10. Worked example**

Take round model parameters Γ = 500 meV, ε₀ = 200 meV, Ω = 50 meV and λ = 30 meV, with Ω free of the response of this level. In the numerical output these are called G, e0, W and L, and ω is called w. First,

R = 200² + 500²/4 = 102500 meV²,
A = 500/102500 = 0.004878 meV⁻¹.

The static bubble is χ(0) = −A/(2π) = −7.764 × 10⁻⁴ meV⁻¹, so

δ₀ = 900 × (−7.764 × 10⁻⁴) = −0.699 meV = −5.64 cm⁻¹.

The linear law gives Im χ(Ω) = −9.468 × 10⁻⁵ meV⁻¹, and

γ = 2 × 900 × 9.468 × 10⁻⁵ = 0.170 meV,

an energy lifetime ħ/γ of 3.86 ps. The full bubble changes γ to 0.171 meV and the first-order shift to −0.693 meV. Had Ω been a relaxed static frequency, the first-order correction would have been only +0.0055 meV. Adding the full shift in that case would count the static softening of 0.699 meV twice.

The pole of (2) lies at 49.302 meV, a shift of −0.698 meV. Its difference from −0.693 meV comes mainly from the square root in (2): expanding Ω(1 + 2δ/Ω)^{1/2} adds −δ²/(2Ω) = −0.693²/100 ≈ −0.005 meV. This term is of order λ⁴, as are the leading corrections left out of χ. For these parameters they are of comparable size: the quartic anharmonicity of the static electronic energy alone shifts the frequency by about −λ⁴A″/(4π) ≈ −0.003 meV. The term therefore does not refine the prediction of the full model here. It grows as 1/Ω and dominates for much slower modes. The stability number λ²A/π is 1.40 meV, well below 50 meV.

Both sides of (15) are 1.2195 × 10⁻³ meV⁻¹. Frequencies below Ω supply only 7.8% of the integral, and half is reached at 332 meV. The mode is damped by pairs at its own energy, but softened mostly by pairs of much higher energy. The equivalent cutoff (17) is 644 meV.

The frequency dependence, with Re χ relative to |χ(0)| and the damping relative to the linear law, is:

ω = 100 meV: −0.967 and 1.007
ω = 250 meV: −0.746 and 0.944
ω = 500 meV: −0.218 and 0.529
ω = 1000 meV: +0.081 and 0.127

The small initial excess of damping agrees in sign with (13), whose bracket is positive here. Constant friction is accurate to 1% at 100 meV, but nearly twice too large at 500 meV. Re χ changes sign at 721 meV, above which this level would harden a mode.

At 300 K, where kT = 25.9 meV, the static shift is −0.706 meV and the linear-law damping 0.179 meV, increases of about 1% and 5%. They follow from the curvature of A and A² at the chemical potential. The leading thermal correction to the average of a smooth F is (π²/6)(kT)²F″, and

A″/A = (6ε₀² − Γ²/2)/R², A′/A = 2ε₀/R,
(A²)″/A² = 2A″/A + 2(A′/A)².

These give estimated increases of 1.2% and 5.8%; higher thermal terms account for the rest.

**11. What the numerical checks establish**

The closed form was tested against energy quadrature, and, at three complex frequencies 0.1Γ to 0.2Γ above the real axis, against a level coupled to diagonalized discrete leads; the largest relative difference in the latter was 0.4%. The dispersion relation was tested with Im χ computed from (6), at zero and finite frequency.

A further test followed the mode in time with explicit electrons in mean field. The parameters were Γ = 1, Ω = 0.2 and λ = 0.15, with the level at 0.3. The chemical potential of the discrete leads was taken midway between the highest filled and lowest empty state, at −0.0029, so ε₀ = 0.3029. The simulated shift was −0.01029 and the pole of (2) gave −0.01022, a relative difference of 0.7%. The energy damping was 0.00607 in both. At ε₀ = 0.3 exactly, the pole gives −0.01027 and 0.00612, so the comparison is meaningful to about 1%. This supports the link from bubble to motion within mean field; it does not measure the vertex and self-energy corrections that mean field omits.

Table of computed values

```
TESTS (width G = 1)
closed form vs quadrature, max abs error: 1.6e-16
closed form vs discrete leads, max rel error: 3.8e-03
Kramers-Kronig at finite w, max abs error: 4.0e-06
T = 0.1, e0 = 0.4: dn/de0 = -0.39594, from KK = -0.39594
simulation inputs: W = 0.2, L = 0.15, e0 = 0.3
frequency shift: simulated -0.01029, pole -0.01022
energy damping: simulated 0.00607, pole 0.00607
EXAMPLE
G = 500 meV, e0 = 200 meV, W = 50 meV, L = 30 meV
R = 102500 meV^2
A = 0.004878 1/meV
chi(0) = -7.7637e-04 1/meV
Re chi(W) = -7.7030e-04 1/meV
Im chi(W) = -9.4918e-05 1/meV
linear law for Im chi(W) = -9.4679e-05 1/meV
static shift = -0.6987 meV = -5.636 cm^-1
shift with Re chi(W) = -0.6933 meV
dynamic minus static shift = 0.0055 meV
energy damping, linear law = 0.1704 meV, lifetime 3.862 ps
energy damping, full Im chi(W) = 0.1709 meV
pole: frequency 49.3016 meV, energy damping 0.1709 meV
stability: L^2 A/pi = 1.3975 meV, below W
KK integral = 1.219512e-03 1/meV, A/4 = 1.219512e-03 1/meV
share of KK integral below W = 0.0777
half of KK integral reached at 332.2 meV
equivalent sharp cutoff pi/A = 644.0 meV
Re chi changes sign at 721.4 meV
w = 100 meV: Re chi/|chi(0)| = -0.9668, damping/linear law = 1.0072
w = 250 meV: Re chi/|chi(0)| = -0.7462, damping/linear law = 0.9443
w = 500 meV: Re chi/|chi(0)| = -0.2179, damping/linear law = 0.5286
w = 1000 meV: Re chi/|chi(0)| = 0.0810, damping/linear law = 0.1273
kT at 300 K = 25.852 meV
300 K static shift = -0.7055 meV
300 K damping, linear law = 0.1790 meV
```
